**Invariance conditions on force constants and the flexural branch of a sheet**

For finite-range energies, the program examines the translational, rotational (Born-Huang) and Huang identities for force constants Φ, including their terms in the energy gradient g and the clamped-ion strain derivative T. For a planar two-atom cell of mass M_c it also examines M_c ω² = q²(h − b²/k₀) + O(q⁴), where h and b are the second and first moments of the out-of-plane constants and k₀ is the optical stiffness. Force constants come from numerical differentiation of a nonlinear model energy, and the program asserts the three identities for a stress-free sheet, a stretched sheet and a buckled sheet with nonzero forces. It asserts that a face-centred cubic crystal under pressure still satisfies the Huang symmetry, while a tetragonally stretched one does not. It further asserts the quadratic flexural law, the stress law in two directions, and agreement of the bending rigidity with the energy of the sheet rolled into a cylinder. The output gives a bending rigidity of about 0.053 Ha (1.44 eV). Damaging the constants produces a gap, a false sound speed of about 1470 m/s for a 2% reduction of the second-neighbour constants, or imaginary frequencies, as the formula predicts.

## Verification by program

```python
"""
Invariance conditions on harmonic force constants and the flexural branch.

Phi[i,a,cell,j,b] = second derivative of the energy, X = R_j - R_i,
g = energy gradient, T = strain derivative of the cell energy (clamped ions),
M[a,b,c,d] = -1/2 sum Phi[i,a,j,b] X_c X_d per cell.  Results under test:
  translation: sum_j Phi = 0
  rotation:    sum_j (Phi_ab X_c - Phi_ac X_b) = delta_ab g_c - delta_ac g_b
  Huang:       M_abcd - M_cdab = delta_ab T_cd - delta_cd T_ab
  planar sheet: mass * omega^2 = h - b^2/k0 + O(q^4), where h and b are the
  second and first moments of the zz constants and k0 is the optical
  stiffness; for a force-free sheet b = 0 and h = q.T.q.
Hartree atomic units throughout.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq

VELOCITY = physical_constants["atomic unit of velocity"][0]
HARTREE_EV = physical_constants["Hartree energy in eV"][0]

# Model parameters
LATTICE = np.array([[4.6, 0.0, 0.0], [2.2, 4.2, 0.0]])
BASIS = np.array([[0.0, 0.0, 0.0], [2.4, 1.3, 0.0]])
MASS = np.array([20000.0, 30000.0])
K_FIRST, K_SECOND, K_VOLUME = 0.3, 0.05, 0.0004
TENSION_SCALE = 0.01
FIRST = np.array([[0, 0], [-1, 0], [0, -1]])      # cells of B bonded to A
SECOND = np.array([[1, 0], [0, 1], [1, -1]])      # same-sublattice bonds
N = 5                                             # periodic supercell N x N
AREA = abs(np.linalg.det(LATTICE[:, :2]))
TOTAL_MASS = MASS.sum()
EYE = np.eye(3)


def length(v):
    return np.sqrt((v * v).sum(-1))


def cell_energy(vector, rest):
    """Energy of one cell; vector(i, j, c) is the bond from i to j in cell c."""
    energy = 0.0
    for s in (0, 1):
        arms = [vector(s, 1 - s, (1 - 2 * s) * c) for c in FIRST]
        volume = (arms[0] * np.cross(arms[1], arms[2])).sum(-1)
        energy = energy + 0.5 * K_VOLUME * volume**2
        if s == 0:
            for arm, l0 in zip(arms, rest[0]):
                energy = energy + 0.5 * K_FIRST * (length(arm) - l0)**2
        for c, l0 in zip(SECOND, rest[1]):
            stretch = length(vector(s, s, c)) - l0
            energy = energy + 0.5 * K_SECOND * stretch**2
    return energy


def gradient(u, basis, rest):
    """Gradient of the supercell energy by complex steps."""
    size = N * N * 6
    steps = np.eye(size).reshape(size, N, N, 2, 3) * 1e-30j
    w = u + steps

    def vector(i, j, c):
        base = basis[j] - basis[i] + c @ LATTICE
        moved = np.roll(w[..., j, :], (-int(c[0]), -int(c[1])), axis=(-3, -2))
        return base + moved - w[..., i, :]

    total = cell_energy(vector, rest).sum((-2, -1))
    return (total.imag / 1e-30).reshape(N, N, 2, 3)


def force_constants(basis, rest, step=1e-3):
    phi = np.zeros((2, 3, N, N, 2, 3))
    for i in range(2):
        for a in range(3):
            u = np.zeros((N, N, 2, 3))
            u[0, 0, i, a] = step
            near = gradient(u, basis, rest) - gradient(-u, basis, rest)
            far = gradient(2*u, basis, rest) - gradient(-2*u, basis, rest)
            phi[i, a] = (8 * near - far) / (12 * step)
    return phi


def separations(basis):
    cells = (np.arange(N) + N // 2) % N - N // 2
    x = np.zeros((2, N, N, 2, 3))
    for i in range(2):
        for j in range(2):
            x[i, :, :, j] = (cells[:, None, None] * LATTICE[0]
                             + cells[None, :, None] * LATTICE[1]
                             + basis[j] - basis[i])
    return x


def strain_derivative(basis, rest):
    t = np.zeros((3, 3))
    for a in range(3):
        for b in range(3):
            deform = EYE.astype(complex)
            deform[a, b] += 1e-30j

            def vector(i, j, c):
                return (basis[j] - basis[i] + c @ LATTICE) @ deform
            t[a, b] = cell_energy(vector, rest).imag / 1e-30
    return t


def huang_rhs(t):
    return np.einsum("ab,cd->abcd", EYE, t) - np.einsum("cd,ab->abcd", EYE, t)


def identity_residuals(phi, basis, rest):
    """Largest deviations from the translation, rotation, Huang identities."""
    x = separations(basis)
    g = gradient(np.zeros((N, N, 2, 3)), basis, rest)[0, 0]
    t = strain_derivative(basis, rest)
    translation = phi.sum((2, 3, 4))
    p = np.einsum("iamnjb,imnjc->iabc", phi, x)
    rotation = (p - p.transpose(0, 1, 3, 2)
                - np.einsum("ab,ic->iabc", EYE, g)
                + np.einsum("ac,ib->iabc", EYE, g))
    m = -0.5 * np.einsum("iamnjb,imnjc,imnjd->abcd", phi, x, x)
    huang = m - m.transpose(2, 3, 0, 1) - huang_rhs(t)
    return [abs(r).max() for r in (translation, rotation, huang)], g, t


# Rest lengths: balanced forces, with or without balanced stress
def plane_outer(v):
    return np.array([v[0] * v[0], v[0] * v[1], v[1] * v[1]])


bonds = BASIS[1] - BASIS[0] + FIRST @ LATTICE
second_bonds = SECOND @ LATTICE
weights = np.linalg.solve(np.vstack([bonds[:, :2].T, np.ones(3)]),
                          [0.0, 0.0, 1.0])
density_first = TENSION_SCALE * weights           # tension / bond length
outer_second = np.array([plane_outer(v) for v in second_bonds]).T
outer_first = np.array([plane_outer(v) for v in bonds]).T
density_second = np.linalg.solve(2 * outer_second,
                                 -outer_first @ density_first)
rest_first = length(bonds) * (1 - density_first / K_FIRST)
free_rest = (rest_first,
             length(second_bonds) * (1 - density_second / K_SECOND))
tense_rest = (rest_first, length(second_bonds))

phi_free = force_constants(BASIS, free_rest)
phi_tense = force_constants(BASIS, tense_rest)
buckled = BASIS + np.array([[0, 0, 0], [0, 0, 0.4]])
phi_buckled = force_constants(buckled, free_rest)
res_free, g_free, t_free = identity_residuals(phi_free, BASIS, free_rest)
res_tense, g_tense, t_tense = identity_residuals(phi_tense, BASIS, tense_rest)
res_buck, g_buck, t_buck = identity_residuals(phi_buckled, buckled, free_rest)
for residual in (res_free, res_tense, res_buck):
    assert max(residual) < 1e-8
assert abs(g_free).max() < 1e-12 and abs(t_free).max() < 1e-12
assert abs(g_tense).max() < 1e-12 and t_tense[0, 0] > 1e-3
assert abs(g_buck).max() > 1e-3 and abs(t_buck).max() > 1e-3

# The undamaged free sheet is stable away from q = 0
root_mass = np.repeat(np.sqrt(MASS), 3)
lowest = np.inf
for m1 in range(6):
    for m2 in range(6):
        if m1 or m2:
            n = np.arange(N)
            n = (n + N // 2) % N - N // 2
            phase = np.exp(2j*np.pi*(m1*n[:, None] + m2*n[None, :]) / 6)
            d = np.einsum("iamnjb,mn->iajb", phi_free, phase).reshape(6, 6)
            d = d / np.outer(root_mass, root_mass)
            lowest = min(lowest, np.linalg.eigvalsh(d)[0])
assert lowest > 0


# Bulk crystal: hydrostatic pressure passes the Huang symmetry, shear does not
def bulk_huang(stretch_z):
    m, t = np.zeros((3, 3, 3, 3)), np.zeros((3, 3))
    for a, b in ((0, 1), (0, 2), (1, 2)):
        for sa in (-1, 1):
            for sb in (-1, 1):
                v = 3.0 * (sa * EYE[a] + sb * EYE[b])
                v[2] *= stretch_z
                r = length(v)
                s = 0.1 * (r - 4.5) / r
                nn = np.outer(v, v) / r**2
                hess = 0.1 * nn + s * (EYE - nn)
                m += 0.5 * np.einsum("ab,c,d->abcd", hess, v, v)
                t += 0.5 * s * np.outer(v, v)
    return m - m.transpose(2, 3, 0, 1), t


cubic_gap, cubic_t = bulk_huang(1.0)
tetra_gap, tetra_t = bulk_huang(1.05)
assert abs(cubic_gap).max() < 1e-12 and abs(cubic_t[0, 0]) > 1e-2
assert abs(tetra_gap).max() > 1e-3
assert np.allclose(tetra_gap, huang_rhs(tetra_t), atol=1e-12)

# Flexural branch from the zz force constants
X = separations(BASIS)
X_AXIS = np.array([1.0, 0.0, 0.0])


def zz_part(phi):
    return phi[:, 2, :, :, :, 2].copy()


def omega_squared(w, q, direction=X_AXIS):
    phase = np.exp(1j * q * (X @ direction))
    stiffness = (w * phase).sum((1, 2))
    return np.linalg.eigvalsh(stiffness / np.sqrt(np.outer(MASS, MASS)))[0]


def moments(w, direction=X_AXIS):
    along = X @ direction
    h = -0.5 * (w * along**2).sum()
    b = (w * along).sum((1, 2, 3))[0]
    k0 = -w[0, :, :, 1].sum()
    return h, b, k0


def reset_onsite(w):
    for i in range(2):
        w[i, 0, 0, i] -= w[i].sum()
    return w


def scale_second(w, factor):
    new = w.copy()
    for i in range(2):
        onsite = new[i, 0, 0, i]
        new[i, :, :, i] *= factor
        new[i, 0, 0, i] = onsite
    return reset_onsite(new)


def signed_root(value):
    return np.sign(value) * np.sqrt(abs(value))


def exponent(w):
    return 0.5 * np.log2(omega_squared(w, 0.02) / omega_squared(w, 0.01))


free = zz_part(phi_free)
tense = zz_part(phi_tense)
h_free, b_free, k0_free = moments(free)
assert abs(h_free) < 1e-8 and abs(b_free) < 1e-8
assert abs(exponent(free) - 2) < 2e-3
kappa = omega_squared(free, 0.01) * TOTAL_MASS / (AREA * 0.01**4)

# Stress law, in two directions
for angle in (0.0, 35.0):
    e = np.array([np.cos(np.radians(angle)), np.sin(np.radians(angle)), 0])
    measured = omega_squared(tense, 1e-3, e) * TOTAL_MASS / 1e-6
    assert abs(measured / (e @ t_tense @ e) - 1) < 1e-3


# Bending rigidity from the nonlinear energy of a cylinder
def cylinder_energy(radius, offset):
    def place(i, c):
        flat = BASIS[i] + c @ LATTICE
        rad = radius + offset * i
        angle = flat[0] / radius
        return np.array([rad*np.sin(angle), flat[1], rad*np.cos(angle)])

    def vector(i, j, c):
        return place(j, c) - place(i, np.array([0, 0]))
    return cell_energy(vector, free_rest)


RADIUS = 500.0
d = 1 / RADIUS
flat_energy = cell_energy(
    lambda i, j, c: BASIS[j] - BASIS[i] + c @ LATTICE, free_rest)
low, mid, high = [cylinder_energy(RADIUS, o) - flat_energy for o in (-d, 0, d)]
relaxed = mid - (high - low)**2 / (8 * (high + low - 2 * mid))
kappa_cylinder = 2 * relaxed * RADIUS**2 / AREA
assert abs(kappa_cylinder / kappa - 1) < 3e-3

# Damage 1: on-site constant of atom A raised by 0.1 percent
gapped = free.copy()
onsite_error = 0.001 * free[0, 0, 0, 0]
gapped[0, 0, 0, 0] += onsite_error
gap = np.sqrt(omega_squared(gapped, 0.0))
gap_formula = np.sqrt(onsite_error / TOTAL_MASS)
assert abs(gap / gap_formula - 1) < 5e-3

# Damage 2: second-neighbour constants rescaled or deleted, on-site reset
weaker, stronger, cut = [scale_second(free, f) for f in (0.98, 1.02, 0.0)]

# Damage 3: one A-B constant raised by 10 percent, second moment compensated
skewed = free.copy()
change = 0.1 * free[0, 0, 0, 1]
skewed[0, 0, 0, 1] += change
skewed[1, 0, 0, 0] += change
repair = np.linalg.solve(outer_second, -change * plane_outer(bonds[0]))
for c, value in zip(SECOND, repair):
    skewed[0, c[0], c[1], 0] += value
    skewed[0, -c[0], -c[1], 0] += value
reset_onsite(skewed)
h_skew, b_skew, k0_skew = moments(skewed)
assert abs(h_skew) < 1e-8 and abs(b_skew) > 1e-3

coefficient = {}
for name, w in (("weaker", weaker), ("stronger", stronger),
                ("cut", cut), ("skewed", skewed)):
    assert abs(w.sum((1, 2, 3))).max() < 1e-12
    h, b, k0 = moments(w)
    coefficient[name] = h - b**2 / k0
    measured = omega_squared(w, 1e-3) * TOTAL_MASS / 1e-6
    assert abs(measured / coefficient[name] - 1) < 5e-3
assert coefficient["weaker"] > 0 and coefficient["cut"] > 0
assert coefficient["stronger"] < 0 and coefficient["skewed"] < 0
assert abs(exponent(weaker) - 1) < 0.03
speed = np.sqrt(coefficient["weaker"] / TOTAL_MASS)
speed_cut = np.sqrt(coefficient["cut"] / TOTAL_MASS)
edge_estimate = np.sqrt(-coefficient["stronger"] / (kappa * AREA))
edge = brentq(lambda q: omega_squared(stronger, q),
              0.5 * edge_estimate, 1.5 * edge_estimate)
assert abs(edge / edge_estimate - 1) < 0.1

print("lattice vectors (bohr):", LATTICE[0, :2], LATTICE[1, :2])
print("position of B relative to A (bohr):", BASIS[1, :2])
print("masses A, B (electron masses):", MASS)
print(f"springs first, second (Ha/bohr^2): {K_FIRST}, {K_SECOND}")
print(f"volume constant (Ha/bohr^6): {K_VOLUME}")
print(f"tension scale (Ha/bohr^2): {TENSION_SCALE}")
print(f"cell area (bohr^2): {AREA:.3f}")
print("A-B bond lengths (bohr):", np.round(length(bonds), 4))
print("bond weights:", np.round(weights, 4))
print("tension/length, A-B (1e-3 Ha/bohr^2):", np.round(1e3*density_first, 4))
print("tension/length, second (1e-3 Ha/bohr^2):",
      np.round(1e3 * density_second, 4))
print("largest residuals: translation (Ha/bohr^2), rotation (Ha/bohr),"
      " Huang (Ha)")
for name, r in (("free", res_free), ("tense", res_tense),
                ("buckled", res_buck)):
    print(f"  {name}: {r[0]:.1e}, {r[1]:.1e}, {r[2]:.1e}")
print(f"buckled: height of B (bohr) {buckled[1, 2]:.1f},"
      f" largest gradient (Ha/bohr) {abs(g_buck).max():.5f}")
print(f"fcc test: isotropic T_xx (Ha) {cubic_t[0, 0]:.4f},"
      f" Huang mismatch (Ha) {abs(cubic_gap).max():.1e}")
print(f"fcc stretched 5% along z: Huang mismatch (Ha)"
      f" {abs(tetra_gap).max():.4f}")
print(f"tense sheet: T_xx (Ha) {t_tense[0, 0]:.5f},"
      f" stress_xx (Ha/bohr^2) {t_tense[0, 0] / AREA:.6f}")
print(f"tense sheet: mass*omega^2/q^2 at q=0.001 along x (Ha):"
      f" {omega_squared(tense, 1e-3) * TOTAL_MASS / 1e-6:.5f}")
print(f"free sheet: exponent of omega(q), q=0.01-0.02: {exponent(free):.4f}")
print(f"bending rigidity from phonons (Ha): {kappa:.5f}"
      f" = {kappa * HARTREE_EV:.3f} eV")
print(f"bending rigidity from cylinder, radius {RADIUS:.0f} bohr (Ha):"
      f" {kappa_cylinder:.5f}")
print(f"optical stiffness k0 (Ha/bohr^2): {k0_free:.5f}")
print(f"on-site error (Ha/bohr^2): {onsite_error:.3e}")
print(f"gap, computed and formula (1e-6 Ha): {gap*1e6:.3f},"
      f" {gap_formula*1e6:.3f}")
print("q^2 coefficient of mass*omega^2 along x (Ha):")
for name, label in (("weaker", "second neighbours x 0.98"),
                    ("stronger", "second neighbours x 1.02"),
                    ("cut", "second neighbours deleted"),
                    ("skewed", "rotation rule broken alone")):
    print(f"  {label}: {coefficient[name]:.6f}")
print(f"rotation rule broken: first moment b_A (Ha/bohr) {b_skew:.6f},"
      f" k0 (Ha/bohr^2) {k0_skew:.5f}")
print(f"exponent of omega(q) for x 0.98, q=0.01-0.02: {exponent(weaker):.4f}")
print(f"false sound speed, x 0.98 (a.u.): {speed:.4e}"
      f" = {speed * VELOCITY:.0f} m/s")
print(f"false sound speed, deleted (a.u.): {speed_cut:.4e}"
      f" = {speed_cut * VELOCITY:.0f} m/s")
print(f"instability edge, x 1.02, computed and estimate (1/bohr):"
      f" {edge:.4f}, {edge_estimate:.4f}")
print("frequencies along x (1e-6 Ha), negative means imaginary:")
print("  q(1/bohr)   free   on-site   x0.98   x1.02   rotation broken")
for q in (0.01, 0.02, 0.05, 0.10, 0.20):
    row = [1e6 * signed_root(omega_squared(w, q))
           for w in (free, gapped, weaker, stronger, skewed)]
    print(f"  {q:.2f} " + " ".join(f"{value:9.3f}" for value in row))
print("finished without a failed check")
```

Running it gives:

```
lattice vectors (bohr): [4.6 0. ] [2.2 4.2]
position of B relative to A (bohr): [2.4 1.3]
masses A, B (electron masses): [20000. 30000.]
springs first, second (Ha/bohr^2): 0.3, 0.05
volume constant (Ha/bohr^6): 0.0004
tension scale (Ha/bohr^2): 0.01
cell area (bohr^2): 19.320
A-B bond lengths (bohr): [2.7295 2.5554 2.9069]
bond weights: [0.3168 0.3737 0.3095]
tension/length, A-B (1e-3 Ha/bohr^2): [3.1677 3.7371 3.0952]
tension/length, second (1e-3 Ha/bohr^2): [-0.5919 -0.4902 -0.5784]
largest residuals: translation (Ha/bohr^2), rotation (Ha/bohr), Huang (Ha)
  free: 2.0e-15, 2.1e-14, 6.6e-13
  tense: 9.6e-16, 1.6e-14, 6.6e-13
  buckled: 9.5e-14, 1.2e-13, 1.1e-12
buckled: height of B (bohr) 0.4, largest gradient (Ha/bohr) 0.12723
fcc test: isotropic T_xx (Ha) -0.2184, Huang mismatch (Ha) 2.2e-16
fcc stretched 5% along z: Huang mismatch (Ha) 0.0344
tense sheet: T_xx (Ha) 0.03646, stress_xx (Ha/bohr^2) 0.001887
tense sheet: mass*omega^2/q^2 at q=0.001 along x (Ha): 0.03646
free sheet: exponent of omega(q), q=0.01-0.02: 1.9998
bending rigidity from phonons (Ha): 0.05307 = 1.444 eV
bending rigidity from cylinder, radius 500 bohr (Ha): 0.05308
optical stiffness k0 (Ha/bohr^2): 0.30861
on-site error (Ha/bohr^2): 2.061e-04
gap, computed and formula (1e-6 Ha): 64.198, 64.206
q^2 coefficient of mass*omega^2 along x (Ha):
  second neighbours x 0.98: 0.022502
  second neighbours x 1.02: -0.022502
  second neighbours deleted: 1.125104
  rotation rule broken alone: -0.001729
rotation rule broken: first moment b_A (Ha/bohr) -0.023462, k0 (Ha/bohr^2) 0.31839
exponent of omega(q) for x 0.98, q=0.01-0.02: 1.0095
false sound speed, x 0.98 (a.u.): 6.7085e-04 = 1468 m/s
false sound speed, deleted (a.u.): 4.7436e-03 = 10378 m/s
instability edge, x 1.02, computed and estimate (1/bohr): 0.1474, 0.1481
frequencies along x (1e-6 Ha), negative means imaginary:
  q(1/bohr)   free   on-site   x0.98   x1.02   rotation broken
  0.01     0.453    64.200     6.723    -6.693    -1.800
  0.02     1.811    64.224    13.535   -13.291    -3.215
  0.05    11.309    65.187    35.344   -31.518     7.064
  0.10    45.088    78.448    80.454   -49.062    42.681
  0.20   177.974   189.192   220.739   120.925   180.024
finished without a failed check
```
